# Charge sloshing in jellium and its cure by Kerker preconditioning

A self-consistent calculation for a metal starts from a trial density, computes the potential, solves for the orbitals, and obtains a new density. Some fraction of the change is then mixed into the old density and the cycle repeats. Suppose that this settles quickly in a short cell. If the cell is made twice as long, with the same metal and the same mixing fraction, charge may begin to swing from one end to the other, and each swing may be larger than the last. Nothing in the metal has become less stable. Why does the iteration fail, and why can a simple factor in Fourier space repair it?

## A model in which the error can be followed

Jellium, an electron gas on a uniform neutralizing background, allows an explicit answer. I treat it in the Hartree approximation, without exchange and correlation. In Rydberg atomic units, lengths are in bohr, a plane wave has kinetic energy $k^2$, and the squared electron charge is 2. The cell is periodic and rectangular, and its longest edge is $L$.

The self-consistent density is uniform. Let the input density differ from it by a small wave of amplitude $\delta n(q)$. Neutrality fixes the component $q=0$, so the longest possible error has $q=2\pi/L$. Poisson's equation for the electron's potential energy, $\nabla^2\delta V=-8\pi\,\delta n$, gives

$$\delta V(q)=v(q)\,\delta n(q),\qquad v(q)=\frac{8\pi}{q^2}.$$

The electrons respond to this potential as independent particles. To first order, the output error is $\delta n_{\rm out}=\chi_0(q)\,\delta V$, and $\chi_0$ must now be found.

## The response of the electrons

Perturbation theory mixes into an occupied plane wave $\mathbf k$ the waves $\mathbf k\pm\mathbf q$, with amplitudes proportional to $1/(k^2-|\mathbf k\pm\mathbf q|^2)$. Both admixtures interfere with the original wave and contribute to the density component $q$. After summation over the Fermi sphere they contribute equally, because $\mathbf k\to-\mathbf k$ exchanges them. With two spins,

$$\chi_0(q)=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{k^2-|\mathbf k+\mathbf q|^2}.$$

The integral is a principal value: where the denominator vanishes, both states are occupied, and their mutual admixtures cancel in the density.

Let $u$ be the component of $\mathbf k$ along $\mathbf q$. The denominator is $-(q^2+2qu)$, and the slice of the Fermi sphere at $u$ has area $\pi(k_F^2-u^2)$. Hence

$$\chi_0=-\frac{1}{2\pi^2}\int_{-k_F}^{k_F}\frac{k_F^2-u^2}{q^2+2qu}\,du
=-\frac{1}{4\pi^2q}\int_{-k_F}^{k_F}\frac{k_F^2-u^2}{u+a}\,du,\qquad a=\frac q2 .$$

Write the numerator as $-(u+a)(u-a)+(k_F^2-a^2)$. The first part integrates to $2ak_F$, the second to a logarithm:

$$\int_{-k_F}^{k_F}\frac{k_F^2-u^2}{u+a}\,du=2ak_F+(k_F^2-a^2)\ln\left|\frac{k_F+a}{k_F-a}\right|.$$

With $x=a/k_F=q/2k_F$, this becomes

$$\chi_0(q)=-N_F\,F(x),\qquad N_F=\frac{k_F}{2\pi^2},\qquad
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

$N_F$ is the density of states at the Fermi level: from $n=k_F^3/3\pi^2$ and $E_F=k_F^2$ one finds $dn/dE_F=(k_F^2/\pi^2)/(2k_F)=k_F/2\pi^2$.

Two series show how $F$ behaves. Expanding the logarithm for $x<1$, and in powers of $1/x$ for $x>1$, gives

$$F=1-\sum_{j\ge1}\frac{x^{2j}}{4j^2-1}\quad(x<1),\qquad
F=\sum_{j\ge1}\frac{x^{-2j}}{4j^2-1}\quad(x>1).$$

Thus $F$ falls steadily from 1 at $x=0$, through $\tfrac12$ at $x=1$, towards zero, and $0<F<1$ for every finite $q>0$.

## The dielectric eigenvalue

The residual, output minus input, is

$$R(q)=(\chi_0v-1)\,\delta n=-\varepsilon(q)\,\delta n,\qquad
\varepsilon(q)=1-v\chi_0=1+\frac{k_{TF}^2}{q^2}F\!\left(\frac{q}{2k_F}\right),$$

where $k_{TF}^2=8\pi N_F=4k_F/\pi$. The static dielectric function is therefore minus the derivative of the residual with respect to the input density. In a uniform gas each plane wave is an eigenvector, and $\varepsilon(q)$ is its eigenvalue.

The Thomas-Fermi form $1+k_{TF}^2/q^2$ is the long-wave limit. The next term, $F\simeq1-x^2/3$, gives

$$\varepsilon(q)\simeq1+\frac{k_{TF}^2}{q^2}-\frac{k_{TF}^2}{12k_F^2}.$$

The correction tends to a constant, while the main term grows without limit. Since $\varepsilon$ decreases with $q$, its largest value belongs to the longest wave:

$$\varepsilon_{\max}\simeq1+\frac{k_{TF}^2L^2}{4\pi^2}.$$

The growth comes from the Coulomb factor. For the longest wave $v=8\pi L^2/4\pi^2=2L^2/\pi$, whereas $\chi_0$ tends to the constant $-N_F$. A given charge amplitude spread over a longer distance makes a higher potential, and the metal responds to that potential with undiminished strength. The output error is

$$\delta n_{\rm out}=-(\varepsilon-1)\,\delta n .$$

The minus sign is screening: electrons leave the region where the input had too many. The factor $\varepsilon-1$ is the overshoot, since the electrons respond to the full potential of the input error without the relief that their own motion would bring. This exaggerated return of charge is sloshing.

Take $r_s=2$ bohr, for which $k_F=0.9596$ and $k_{TF}=1.1053$ bohr$^{-1}$. The density varies along the long edge, and the transverse motion is integrated analytically. Each cycle diagonalizes the Hamiltonian in the current potential, so the dielectric formula does not enter. Differentiating this map numerically for the longest wave gives:

| $L$ (bohr) | $\varepsilon$ measured | Lindhard | Thomas-Fermi |
|---|---|---|---|
| 15 | 7.85 | 7.85 | 7.96 |
| 30 | 28.73 | 28.74 | 28.85 |
| 60 | 112.26 | 112.30 | 112.41 |
| 120 | 446.37 | 446.54 | 446.65 |

The last two columns differ by 0.11 in every row, which is the constant $k_{TF}^2/12k_F^2=1.2218/(12\times0.9208)$.

The small remaining deficit at large $L$ comes from the Fermi smearing $\tau=0.02$ Ry. With $t=\tau/E_F$ and a density of states proportional to $\sqrt E$, the Sommerfeld expansion lowers $dn/d\mu$ at fixed $\mu$ by the fraction $\pi^2t^2/24$. Keeping the density fixed lowers $\mu$ by the fraction $\pi^2t^2/12$, and hence $\sqrt\mu$ by another $\pi^2t^2/24$. The total is $\pi^2t^2/12\approx4\times10^{-4}$, or about 0.17 out of 446.5, as found.

At $L=60$ bohr the two factors can be read separately. The Coulomb factor is $2\times3600/\pi=2292$ Ry bohr$^3$ and the measured response is 0.04855 Ry$^{-1}$ bohr$^{-3}$. Their product is 111.3, so a charge error returns reversed and magnified about 111 times. Between 15 and 120 bohr the response changes by less than 2 percent, while the Coulomb factor grows 64-fold.

## Why one large eigenvalue slows everything

Linear mixing adds a fraction $\alpha$ of the residual to the input:

$$\delta n\to\delta n+\alpha R=(1-\alpha\varepsilon)\,\delta n .$$

An error wave decays if $|1-\alpha\varepsilon|<1$, that is, if $0<\alpha<2/\varepsilon$. The longest wave sets the strictest limit, $\alpha<2/\varepsilon_{\max}$. In the 30 bohr cell, the choice $\alpha\varepsilon_{\max}=1.9$ multiplies this wave by $-0.9$ per step. After nine steps the measured ratio to the initial error is $-0.387=(-0.9)^9$. With $\alpha\varepsilon_{\max}=2.1$ it is $-2.358=(-1.1)^9$: the same swing, now growing.

This also answers the opening question. The best constant fraction for 15 bohr is $\alpha=0.2249$. In the 30 bohr cell it multiplies the longest wave by $1-0.2249\times28.73=-5.46$ at each step, as long as the error remains small enough for linear response.

A large eigenvalue is not slow in itself. If every wave had the same $\varepsilon$, then $\alpha=1/\varepsilon$ would remove the error in one step of the linear theory. The difficulty is the range of eigenvalues. Short waves have $\varepsilon$ near 1 and would tolerate $\alpha$ near 1, but the longest wave forces $\alpha$ to be small, and the short waves then creep.

The best constant $\alpha$ follows from this conflict. Raising $\alpha$ worsens the overshoot $\alpha\varepsilon_{\max}-1$, and lowering it worsens the remainder $1-\alpha\varepsilon_{\min}$. The larger of the two is smallest when they are equal:

$$\alpha=\frac{2}{\varepsilon_{\max}+\varepsilon_{\min}},\qquad
\rho=1-\alpha\varepsilon_{\min}=\frac{\kappa-1}{\kappa+1},\qquad
\kappa=\frac{\varepsilon_{\max}}{\varepsilon_{\min}} .$$

To reduce every component by a factor $\eta\ll1$ takes $N=\ln(1/\eta)/\ln(1/\rho)$ steps, rounded up. For large $\kappa$, $\ln(1/\rho)=\ln[(1+1/\kappa)/(1-1/\kappa)]\simeq2/\kappa$, so

$$N\simeq\frac{\kappa}{2}\ln\frac1\eta\simeq\frac{1}{2\varepsilon_{\min}}\left(1+\frac{k_{TF}^2L^2}{4\pi^2}\right)\ln\frac1\eta .$$

The shortest wave kept fixes $\varepsilon_{\min}$. If that cutoff stays the same as the cell grows, $N$ grows as $L^2$. It is the longest edge that counts, not the volume: in a cube at fixed density the growth is as the two-thirds power of the number of electrons, while in a cell extended along one edge it is quadratic in that number. These powers hold for linear mixing with one constant fraction. Schemes that combine earlier residuals, such as Pulay mixing with a long history, can reduce the count in the linear regime to one proportional to $\sqrt\kappa$, that is, to $L$; the growth is weaker but remains.

In the example the largest wave number kept is 2.5133 bohr$^{-1}$, with $\varepsilon_{\min}=1.0437$. For $L=60$ bohr, $\kappa=112.26/1.0437=107.6$, and with $\eta=10^{-6}$

$$N\simeq\frac{107.6}{2}\times13.82=743 .$$

The full iteration took 743 steps. It took 52 at 15 bohr and 191 at 30 bohr, also as predicted from the measured eigenvalues. From 30 to 60 bohr the count rises with the power 1.960 of $L$; it is slightly below 2 mainly because of the constant 1 in $\varepsilon_{\max}$. For 120 bohr the prediction is 2955 steps, and this case was not run.

## Is the long range of the interaction the cause?

If so, removing the long range should remove the growth, even with the same electrons in the same cells. Replace $8\pi/q^2$ by $8\pi/(q^2+s^2)$. Then

$$\varepsilon_s(q)=1+\frac{k_{TF}^2F}{q^2+s^2}<1+\frac{k_{TF}^2}{s^2},$$

which is bounded for every $L$. With $s=0.5$ bohr$^{-1}$ the bound is $1+1.2218/0.25=5.89$. The measured largest eigenvalues are 5.139, 5.675 and 5.831 for $L=30$, 60 and 120 bohr, and plain mixing needs 34, 38 and 39 steps. Long cells and mobile electrons are still present, but the count saturates.

## What the Kerker factor does

The Coulomb interaction cannot be changed in a real calculation, but the correction applied to the density can. Kerker preconditioning multiplies each component of the residual by

$$P(q)=\frac{q^2}{q^2+k_0^2}.$$

Long waves, whose residual is exaggerated, receive a small correction, and short waves receive nearly the full one. Since $P>0$ for $q\neq0$, the corrected residual vanishes only where the original one does, and the self-consistent solution is unchanged.

The error is now multiplied by $1-\alpha\lambda$, with

$$\lambda(q)=P(q)\,\varepsilon(q)=\frac{q^2}{q^2+k_0^2}\cdot\frac{q^2+k_{TF}^2F}{q^2}=\frac{q^2+k_{TF}^2F}{q^2+k_0^2}.$$

The divergent $1/q^2$ has cancelled. Size independence requires bounds on $\lambda$ that hold for all $q$, whichever of them fit into a particular cell. From $F<1$,

$$\lambda<\frac{q^2+k_{TF}^2}{q^2+k_0^2}\le\max\left(1,\frac{k_{TF}^2}{k_0^2}\right).$$

For the lower bound, use $F\ge\tfrac12$ when $q\le2k_F$, and $F>0$ when $q>2k_F$:

$$\lambda\ge\min\left(1,\frac{k_{TF}^2}{2k_0^2}\right)\ (q\le2k_F),\qquad
\lambda>\frac{4k_F^2}{4k_F^2+k_0^2}\ (q>2k_F).$$

Let $C$ be the upper bound and $c$ the smaller of the two lower ones. Neither contains $L$. With $\alpha=2/(C+c)$ every error component shrinks per step at least by the factor $(C-c)/(C+c)<1$. The number of steps is therefore bounded by one constant for all cells. This is the precise meaning of size independence here: the count may vary from cell to cell below the bound, but it cannot keep growing.

## The matched choice and a mismatched one

For $k_0=k_{TF}$ and $\alpha=1$ the error factor is

$$1-\lambda=\frac{k_{TF}^2\,(1-F)}{q^2+k_{TF}^2}.$$

In Thomas-Fermi theory, where $F=1$ at all $q$, it would vanish and one step would suffice. The Lindhard response is weaker at short wavelengths, so something remains. At small $q$ the factor tends to $q^2/12k_F^2$, and at large $q$ it falls as $k_{TF}^2/q^2$. The wave that sloshed most is now among the easiest: from the measured $\varepsilon=446.37$ at 120 bohr, its error factor is below $10^{-3}$, smearing included.

The worst factor over all $q$ is 0.1388, at $q=2.116$ bohr$^{-1}$, close to $2k_F$. It gives

$$N\le\frac{13.82}{\ln(1/0.1388)}=\frac{13.82}{1.975}\approx7.0,$$

that is, 7 steps after rounding up. The full iteration takes 7 steps in each of the four cells from 15 to 120 bohr. Each cell contains the wave $q=5\times2\pi/15=2.094$ bohr$^{-1}$, which lies almost at the maximum, so all four have nearly the same worst factor. The maximum is also broad, and any worst factor between about 0.10 and 0.139 rounds up to 7 steps. What limits convergence is now a property of the electron gas near $q=2k_F$, a wavelength of about half the Fermi wavelength, which a longer cell does not alter.

The cure does not need $k_0$ to equal $k_{TF}$, but a $k_0$ that is too small calls for a smaller $\alpha$: long waves have $\lambda\to k_{TF}^2/k_0^2$ and require $\alpha<2k_0^2/k_{TF}^2$. With $\alpha=1$, stability in arbitrarily long cells means $k_0>k_{TF}/\sqrt2$; a finite cell, whose longest wave has not reached this limit, tolerates a somewhat smaller $k_0$. A $k_0$ larger than $k_{TF}$ is stable at $\alpha=1$, since then $0<\lambda<1$, but it slows the long waves, whose error factor tends to $1-k_{TF}^2/k_0^2$. With $k_0=k_{TF}/2$, $\lambda$ tends to 4 for long waves and to 1 for short ones. Balancing these limits gives $\alpha=2/(4+1)=0.4$ and error factors $-0.6$ and $+0.6$. The worst factor is slightly larger, 0.6056, because $\lambda$ dips below 1 where $F<k_0^2/k_{TF}^2=\tfrac14$. The bound is 28 steps, and all four cells take 28. The worst wave, $q=3.345$ bohr$^{-1}$, lies beyond the cutoff and is in none of the cells. The runs are limited by the shortest wave kept, with $\lambda=1.0437\times6.317/(6.317+0.305)=0.9956$ and factor 0.602, which gives 27.2 steps against 27.5 for the bound; both round up to 28. With $\alpha$ retuned in this way, one value for all cells, a wrong $k_0$ costs a factor of four in this example, but it does not bring back the growth with $L$. A short cell could do better with its own $\alpha$: at 15 bohr the largest $\lambda$ is only $7.85\times0.1755/(0.1755+0.305)=2.86$, and balancing it against 0.9956 predicts 20 steps. Had $\alpha=1$ been kept, the factor for long waves would tend to $1-4=-3$ and the iteration would diverge.

## Where the argument stops

The cancellation needs $\varepsilon$ to grow as $1/q^2$, which is metallic screening. In an insulator $\varepsilon$ tends to a constant $\varepsilon_0$ at small $q$; the estimate below still treats plane waves as eigenvectors, which in a crystal neglects local fields. Plain mixing then has no divergent eigenvalue to fear, while the Kerker factor gives

$$\lambda\to\frac{\varepsilon_0q^2}{k_0^2}=\frac{4\pi^2\varepsilon_0}{k_0^2L^2}$$

for the longest wave. Short waves with $\lambda\approx1$ still restrict $\alpha$ to less than about 2, so the longest wave needs a number of steps growing as $L^2$. In a long enough cell the preconditioner has then created the problem that it removes in a metal. The comparison is between $\kappa\approx k_0^2L^2/4\pi^2\varepsilon_0$ with the factor and $\kappa\approx\varepsilon_0$ without it, so the factor does harm only beyond roughly $L\approx2\pi\varepsilon_0/k_0$. For $\varepsilon_0=12$ and $k_0=1.1$ bohr$^{-1}$ this is about 70 bohr; in shorter cells of such a semiconductor the factor can still help. In a cell that holds both metal and vacuum, plane waves are no longer eigenvectors, and the bounds derived here do not apply.

A local exchange-correlation potential matters less for the size dependence. It adds a constant $f$ to $v(q)$ in jellium, and so adds $-f\chi_0=fN_FF$ to the mixing eigenvalue, which becomes $1-(v+f)\chi_0$. This term is bounded, so the coefficient of $L^2$ in the largest eigenvalue is unchanged; after preconditioning it vanishes as $q\to0$. The step counts do shift, because the term acts at finite $q$. With the local-density kernel at $r_s=2$, $fN_F\approx-0.36$, the smallest eigenvalue drops from 1.044 to $1.044-0.36\times0.226\approx0.96$, which raises the plain count in long cells by about 8 percent, and the worst factor for $k_0=k_{TF}$, $\alpha=1$ rises from 0.14 to about 0.27, for which the linear theory predicts 11 steps instead of 7. The conclusion stands as long as the eigenvalues at finite $q$ stay positive. This eigenvalue is no longer the dielectric function that screens the electrostatic potential of an external charge: from $\chi=\chi_0/[1-(v+f)\chi_0]$ and $1/\varepsilon=1+v\chi$, that function is $1-v\chi_0/(1-f\chi_0)$, and its $1/q^2$ coefficient does depend on $f$.

Finally, the analysis is linear. It describes the approach to self-consistency from a small error, and it does not guarantee convergence from a poor starting density. The measured values behind the figures above are listed in the numerical output.

## Computed results

```
r_s = 2.0 bohr, smearing = 0.02 Ry
k_F = 0.9596 1/bohr, E_F = 0.9208 Ry = 12.53 eV
k_TF^2 = 1.2218 1/bohr^2, k_TF = 1.1053 1/bohr
largest q kept = 2.5133 1/bohr
start error = 2.984e-07 bohr^-3, reduction = 1e-06
longest cell 120 bohr = 63.5 angstrom
longest wave: L (bohr), q (1/bohr), eps measured, Lindhard, TF
    15 0.4189 7.85 7.85 7.96
    30 0.2094 28.73 28.74 28.85
    60 0.1047 112.26 112.30 112.41
   120 0.0524 446.37 446.54 446.65
density of states at E_F = 0.04861 1/(Ry bohr^3)
  L = 15 bohr: -dn/dV = 0.04781 1/(Ry bohr^3)
  L = 30 bohr: -dn/dV = 0.04840 1/(Ry bohr^3)
  L = 60 bohr: -dn/dV = 0.04855 1/(Ry bohr^3)
  L = 120 bohr: -dn/dV = 0.04858 1/(Ry bohr^3)
growth power of eps-1, 30 to 120 bohr = 2.003
L = 30 bohr, alpha*eps_max = 1.9: alpha = 0.0661, error ratio after 9 steps = -0.387
L = 30 bohr, alpha*eps_max = 2.1: alpha = 0.0731, error ratio after 9 steps = -2.358
plain: L (bohr), eps_min, alpha, rho, steps predicted, steps run
    15 1.0437 0.22491 0.76527 52 52
    30 1.0437 0.06717 0.92990 191 191
    60 1.0437 0.01765 0.98158 743 743
   120 1.0437 0.00447 0.99533 2955 not run
growth power of plain steps, 30 to 60 bohr = 1.960
Kerker k0 = k_TF, alpha = 1.0: worst factor = 0.1388 at q = 2.116 1/bohr
  bound = 7 steps; run for L = 15, 30, 60, 120: [7, 7, 7, 7]
Kerker k0 = k_TF/2, alpha = 0.4: worst factor = 0.6056 at q = 3.345 1/bohr
  bound = 28 steps; run for L = 15, 30, 60, 120: [28, 28, 28, 28]
short-range interaction, L = 30 bohr: eps_max = 5.139, plain steps = 34
short-range interaction, L = 60 bohr: eps_max = 5.675, plain steps = 38
short-range interaction, L = 120 bohr: eps_max = 5.831, plain steps = 39
short-range interaction: 8 pi/(q^2+s^2), s = 0.5 1/bohr
```
